# Wigner-Seitz Band Edges and Width of a Radial d Resonance

## Problem

An atom in a crystal is described by a spherical potential \(V(r)\) that equals zero for \(r>a\). For angular momentum \(l=2\) it has a narrow resonance at a small energy \(E_r\ge 0\). The atom's cell is replaced by a sphere of radius \(S>a\). The Wigner-Seitz rules place the bonding edge of the d band where the radial function has zero slope at \(S\), and the antibonding edge where it has zero value there.

Use Hartree atomic units, with \(k^2=2E\), and keep \(V(r)\) fixed when \(S\) changes.

1. Describe the d wave outside \(a\) near the resonance by two parameters, \(E_r\) and a strength \(C\). Relate \(C\) to the resonance width \(\Gamma\).
2. Find the band bottom \(E_B\), the top \(E_A\) and the width \(W=E_A-E_B\) as functions of \(S\), to leading order.
3. Relate \(C\) to the normalization of the resonant state when \(E_r=0\), and evaluate it for a square well.
4. Find the first correction in \(k^2S^2\).
5. Evaluate the edges for a square well with \(a=1\) bohr and depth \(V_0=10.05\) hartree, for \(S\) between 2 and 4 bohr.

## Solution

### The meaning of the rules

Take a plane midway between two equal atoms. If the wave is even under reflection in this plane, its normal derivative vanishes there. It joins smoothly and keeps its amplitude between the atoms, which is the bonding case. If the wave is odd, its value vanishes on the plane, which is the antibonding case.

In a crystal these conditions need not hold on every face of a cell at once. The rules apply them over the whole surface of a sphere. They therefore give an estimate of the crystal's band edges, without hybridization with s and p waves or spin-orbit coupling.

The wave in the sphere is \(\psi=R(r)Y_{2m}\), and its normal derivative is \(R'(r)Y_{2m}\). The conditions are

\[
R'(S)=0\quad\text{at }E_B,\qquad R(S)=0\quad\text{at }E_A .
\]

The slope is that of \(R\), not of \(rR\).

### 1. The wave outside the atom

For \(r>a\) the radial equation is

\[
R''+\frac2r R'-\frac{6}{r^2}R+k^2R=0 .
\]

Insert \(R=r^s(1+c_1r^2+\dots)\). The lowest power requires \(s(s+1)=6\), so \(s=2\) or \(s=-3\). The next power gives

\[
[(s+2)(s+3)-6]\,c_1=-k^2 .
\]

The bracket is \(14\) for \(s=2\) and \(-6\) for \(s=-3\). The two solutions are therefore

\[
J=r^2\left(1-\frac{k^2r^2}{14}+\dots\right),\qquad
N=r^{-3}\left(1+\frac{k^2r^2}{6}+\dots\right).
\]

In terms of spherical Bessel functions, \(J=15j_2(kr)/k^2\) and \(N=-k^3y_2(kr)/3\). Both series contain only even powers of \(k\), so they remain real and usable for \(E<0\).

Normalize the outer wave as \(R=N+t(E)J\). The usual scattering form is proportional to

\[
\cot\delta\,j_2-y_2=\frac{k^2\cot\delta}{15}J+\frac{3}{k^3}N .
\]

Multiplication by \(k^3/3\) gives

\[
t(E)=\frac{k^5\cot\delta}{45}.
\]

The resonance is the energy at which \(\delta\) passes through \(\pi/2\), so \(t(E_r)=0\). Matching to the inner wave at \(a\) determines \(t\) from quantities that vary smoothly with energy. Near the resonance we may write

\[
t(E)\simeq-\frac{E-E_r}{C},\qquad C=-\left(\frac{dt}{dE}\right)^{-1}_{E_r}.
\]

For \(E_r>0\), substitution into \(\cot\delta=45t/k^5\), with \(k\) replaced by \(k_r=\sqrt{2E_r}\), gives

\[
\cot\delta\simeq\frac{E_r-E}{\Gamma/2},\qquad
\Gamma=\frac{2Ck_r^5}{45}.
\]

This step requires \(\Gamma\ll E_r\), so that \(k^5\) hardly changes across the resonance.

### 2. Band edges to leading order

If \(|k^2|S^2\ll1\) at both edges, the outer wave near \(S\) is

\[
R(r)\simeq r^{-3}+t\,r^2 .
\]

At the top, zero value requires

\[
S^{-3}+tS^2=0\quad\Rightarrow\quad t=-\frac1{S^5}.
\]

At the bottom, zero slope requires

\[
-3S^{-4}+2tS=0\quad\Rightarrow\quad t=\frac{3}{2S^5}.
\]

Since \(E-E_r=-Ct\),

\[
E_A=E_r+\frac{C}{S^5},\qquad
E_B=E_r-\frac{3C}{2S^5},\qquad
W=\frac{5C}{2S^5}.
\]

Above the resonance, the growing part \(tr^2\) has the opposite sign to the tail \(r^{-3}\) and can cancel its value. Below it, the two parts have equal signs but opposite slopes, so the slopes can cancel. The slopes carry the factors 3 and 2, and for this reason the band extends 1.5 times as far below \(E_r\) as above it.

With \(C=45\Gamma/(2k_r^5)\), the width becomes

\[
W=\frac{225}{4}\,\frac{\Gamma}{(k_rS)^5}.
\]

The band width and the resonance width are different quantities. \(\Gamma\) measures escape of one atom's d wave into free waves; \(W\) measures the response of its tail to a boundary at \(S\). For \(k_rS<1\), \(W\) is much larger than \(\Gamma\).

The same argument covers any \(l\ge1\). With \(R\simeq r^{-l-1}+tr^l\) and \(t=-(E-E_r)/C_l\), the edges lie at \(t=-S^{-2l-1}\) and \(t=[(l+1)/l]S^{-2l-1}\), so

\[
W_l=\frac{2l+1}{l}\,\frac{C_l}{S^{2l+1}} .
\]

The neglected terms include one of relative size \(C_l/S^{2l-1}\), which for \(l=1\) falls only as \(1/S\). For an \(l=1\) square well at threshold the band extends 1.61 times as far below \(E_r\) as above it at \(S=10a\), and 1.95 times at \(S=100a\), against the limit 2. For \(l=0\) the growing solution is constant at this order and has no slope, so the argument fails.

### 3. The strength C from the resonant state

Let \(E_r=0\). The resonant state then has the tail \(R_0=r^{-3}\) and can be normalized. Put \(u=rR\) at a small energy \(E\), and \(u_0=rR_0\) at zero energy. They obey

\[
u''=\left[\frac6{r^2}+2V-2E\right]u,\qquad
u_0''=\left[\frac6{r^2}+2V\right]u_0 .
\]

Multiply the first by \(u_0\), the second by \(u\), subtract, and integrate from 0 to a radius \(b>a\). Both functions vanish at the origin, so

\[
\left(u_0u'-uu_0'\right)_{b}=-2E\int_0^b u\,u_0\,dr .
\]

Outside the atom, \(u_0=r^{-2}\). To first order in \(E\), with \(k^2/6=E/3\),

\[
u=r^{-2}+\frac E3+t r^3 .
\]

The left side is

\[
b^{-2}(-2b^{-3}+3tb^2)+2b^{-3}\left(b^{-2}+\frac E3+tb^3\right)
=5t+\frac{2E}{3b^3}.
\]

On the right, \(u\) may be replaced by \(u_0\) at this order. Hence

\[
5t=-2E\left[\int_0^b u_0^2\,dr+\frac1{3b^3}\right].
\]

The last term is the missing tail integral, \(\int_b^\infty r^{-4}dr\). With \(M=\int_0^\infty R_0^2r^2dr\), we have \(t=-2ME/5\), and therefore

\[
C=\frac{5}{2M}.
\]

If the state is normalized to one and its tail is \(A r^{-3}\), then \(A^2M=1\) and \(C=5A^2/2\). A larger tail amplitude gives a wider band.

**Square well.** Let \(V=-V_0\) for \(r<a\). Inside, \(R\propto j_2(xr/a)\), where \(x^2=2(E+V_0)a^2\). The identity \(j_2'=j_1-3j_2/x\) gives

\[
\frac{aR'(a)}{R(a)}=-3+F,\qquad F=\frac{x j_1(x)}{j_2(x)} .
\]

At threshold the outer wave \(r^{-3}\) requires \(F=0\), or \(j_1(x_0)=0\). The first positive root is \(x_0=4.4934\), which fixes the threshold depth \(V_c=x_0^2/(2a^2)\).

Near \(x_0\), \(j_1'=-j_2\), because the general identity is \(j_1'=j_1/x-j_2\). Thus \(F\simeq-x_0(x-x_0)\). Since \(x\,dx=a^2dE\), the energy slope is \(dF/dE=-a^2\).

The integral identity, now taken from 0 to \(a\), gives the inner norm. Its left side is \(u_0(a)^2F/a\) to first order, with \(u_0(a)^2=a^{-4}\). Hence

\[
\int_0^a u_0^2dr=-\frac{a^{-4}}{2a}\frac{dF}{dE}=\frac1{2a^3}.
\]

The tail adds \(1/(3a^3)\). The sum is \(M=5/(6a^3)\), so

\[
C=3a^3\qquad\text{(threshold well)}.
\]

For a slightly shallower well, \(F\simeq-a^2(E+V_0-V_c)\). At resonance the outer wave is \(N\), for which \(aN'/N=-3+2Ea^2/3\) to first order. Equating the two expressions gives

\[
\frac23E_r=-(E_r+V_0-V_c)\quad\Rightarrow\quad
E_r\simeq\frac35(V_c-V_0).
\]

### 4. The first correction

Keep \(t\) linear in energy, but use the next terms of \(J\) and \(N\). Let \(y=C/S^5\). Zero value means \(t=-N/J\), so

\[
E_A-E_r=C\frac NJ
\simeq y\left[1+k^2S^2\left(\frac16+\frac1{14}\right)\right]
=y\left(1+\frac{10}{21}E_AS^2\right),
\]

where \(1/6+1/14=5/21\) and \(k^2=2E_A\).

For the bottom, differentiate the two series:

\[
N'=-3r^{-4}\left(1+\frac{k^2r^2}{18}\right),\qquad
J'=2r\left(1-\frac{k^2r^2}{7}\right).
\]

Zero slope means \(t=-N'/J'\). Since \(1/18+1/7=25/126\),

\[
E_B-E_r=C\frac{N'}{J'}
\simeq-\frac{3y}{2}\left(1+\frac{25}{63}E_BS^2\right).
\]

Each equation is linear in its unknown energy. Collecting the terms gives

\[
E_A=\frac{E_r+y}{1-\frac{10}{21}yS^2},\qquad
E_B=\frac{E_r-\frac32y}{1+\frac{25}{42}yS^2}.
\]

To see how the width changes, put the leading energies into the correction terms:

\[
W\simeq\frac{5y}{2}+yS^2E_r\left(\frac{10}{21}+\frac{25}{42}\right)
+y^2S^2\left(\frac{10}{21}-\frac{25}{28}\right).
\]

The brackets equal \(15/14\) and \(-5/12\). Division by \(5/2\), together with \(yS^2=C/S^3\), gives

\[
W\simeq\frac{5C}{2S^5}\left[1+\frac37E_rS^2-\frac{C}{6S^3}\right].
\]

The pure \(S^{-5}\) law needs both \(E_rS^2\) and \(C/S^3\) to be small. The first condition limits \(S\) from above and the second from below. With a resonance at finite energy, increasing \(S\) without limit does not lead to the pure law. Both corrections also make the width fall less steeply than \(S^{-5}\): the positive one grows with \(S\), and the negative one fades.

Curvature of \(t(E)\) has been neglected. In the square well the energy enters the matching at \(a\) only through \(x^2=2(E+V_0)a^2\) and \(k^2a^2\), so the expansion of \(t\) about \(E_r\) runs in powers of \((E-E_r)a^2\). At the edges \(|E-E_r|\) is of order \(y\), so the curvature enters at relative order \(ya^2\), compared with the retained order \(yS^2\).

### 5. Numerical case

The threshold depth for \(a=1\) bohr is \(V_c=10.09536\) hartree, so the chosen well is slightly too shallow to bind a d state. The estimate for the resonance energy is \(0.6(10.09536-10.05)=0.0272\) hartree. Matching at \(a\) gives

\[
E_r=0.027006\ \text{hartree},\quad
C=2.914\ \text{hartree bohr}^5,\quad
\Gamma=8.78\times10^{-5}\ \text{hartree}.
\]

The value of \(C\) is close to the threshold result, 3 hartree bohr\(^5\).

For \(S=3\) bohr, \(y=2.914/3^5=0.01199\) hartree. The leading formulas give

\[
\begin{aligned}
E_A&=0.02701+0.01199=0.03900\ \text{hartree},\\
E_B&=0.02701-1.5(0.01199)=0.00902\ \text{hartree},\\
W&=0.02998\ \text{hartree}.
\end{aligned}
\]

For the correction, \(yS^2=0.1079\) (bohr units understood), so

\[
E_A=\frac{0.03900}{1-0.0514}=0.0411,\qquad
E_B=\frac{0.00902}{1+0.0642}=0.0085\ \text{hartree}.
\]

The corrected width is 0.0326 hartree. Direct integration of the radial equation, with the two boundary conditions imposed at \(S\), gives 0.0331 hartree, or 0.90 eV. Relative to this value, the leading width is 9% too small and the corrected width 1.4% too small.

The integrated edges and the three widths, all in hartree, are:

| \(S\) (bohr) | \(E_B\) | \(E_A\) | \(W\) | \(W\), leading | \(W\), corrected |
|---|---|---|---|---|---|
| 2.0 | −0.0989 | 0.1403 | 0.2391 | 0.2277 | 0.2329 |
| 2.5 | −0.0171 | 0.0626 | 0.0797 | 0.0746 | 0.0784 |
| 3.0 | 0.0083 | 0.0414 | 0.0331 | 0.0300 | 0.0326 |
| 3.5 | 0.0179 | 0.0338 | 0.0159 | 0.0139 | 0.0157 |
| 4.0 | 0.0221 | 0.0307 | 0.0086 | 0.0071 | 0.0084 |

At every tabulated edge the integrated solution was checked to have no node inside the sphere. It is therefore the lowest \(l=2\) solution for its boundary condition, not a higher state of the sphere.

As \(S\) decreases from 4 to 2 bohr, the bottom falls and the top rises. The bottom crosses zero energy between 2.5 and 3 bohr. A negative \(E_B\) causes no difficulty, since the boundary condition uses the even series in \(k\), not a phase shift.

At \(S=4\) bohr the leading width is 17% below the integrated one. Here \(3E_rS^2/7\simeq0.19\), which accounts for most of the difference. At \(S=2\) bohr the leading width is only 5% too small, but this agreement is partly a cancellation: the leading formulas place both edges too low, the top by 0.022 hartree and the bottom by 0.011 hartree.

The correction does not improve every individual edge. At \(S=2.5\) bohr the leading bottom, −0.0178 hartree, is closer to the integrated −0.0171 than the corrected −0.0160. The corrected formula makes two approximations: the truncated series for \(J\) and \(N\), and the linear form of \(t(E)\). The recursion \([(s+4)(s+5)-6]c_2=-k^2c_1\) gives the next series terms, \(k^4r^4/504\) in the bracket of \(J\) and \(k^4r^4/24\) in that of \(N\). They add \(+k^4r^4/168\) to the bracket of \(J'\) and \(-k^4r^4/72\) to that of \(N'\). The ratio \(N'/J'\) then gains the relative term \(\left(-\frac1{72}+\frac1{126}+\frac1{49}-\frac1{168}\right)k^4S^4=\frac{5}{588}k^4S^4\). At this edge \(k^2S^2\simeq-0.21\), so the term is about \(4\times10^{-4}\) and moves \(E_B\) by less than \(2\times10^{-5}\) hartree. This is far less than the discrepancy of about 0.001 hartree, so the remainder comes from the curvature of \(t(E)\). The corrected width is nevertheless the better one at all five radii. It is the difference of the two corrected edges, not the expanded expression for \(W\) in section 4. At \(S=2\) bohr that expression gives 0.986 times the leading width, whereas the integrated width is 1.05 times the leading one, so it should not be used at so small a radius.

Between 2 and 4 bohr the integrated width has a mean power of −4.80 in \(S\), weaker than −5, as the correction terms predict.

**A well at threshold.** Setting \(V_0=V_c\) removes the term in \(E_rS^2\), and the large-\(S\) limit can be examined cleanly. With \(C=3\) and \(S=8\) bohr, the predicted ratio of the width to its leading value is

\[
1-\frac{3}{6\cdot8^3}=0.9990,
\]

and integration gives 0.9991. The distance from the resonance to the bottom, divided by that to the top, is 1.433 at 4 bohr and 1.491 at 8 bohr, approaching 3/2. The mean power between these radii is −4.993. These values and the checks on the expansion coefficients appear in the numerical output.

### Where the result fails

At the resonance energy the outer wave is oscillatory only where \(k_r^2>6/r^2\), that is, for \(k_rr>\sqrt6\). The truncated expansion in \(k^2S^2\) becomes inaccurate earlier, as \(k_rS\) grows beyond 1. When \(S\) approaches \(a\), the band becomes so wide that both this expansion and the linear form of \(t(E)\) become poor.

For a real crystal there is a further condition. The formulas hold \(E_r\) and \(C\) fixed, whereas compression changes the charge density and hence the potential. The \(S^{-5}\) law describes the effect of moving the boundary alone; a self-consistent calculation must also let \(E_r\) and \(C\) depend on \(S\). Even at fixed potential the law requires \(k_rS\ll1\). Transition metals generally do not meet this condition: their d resonance lies one to a few tenths of a hartree above the interstitial potential, \(S\) is near 3 bohr, and the potential does not vanish well inside the cell. For a square well with \(a=1\) bohr, \(E_r=0.25\) hartree and \(S=2.7\) bohr, where \(k_rS=1.9\), the leading width is only 44% of the exact width of the model. The band then extends 1.06 rather than 1.5 times as far below \(E_r\) as above it, and the local power of \(S\) is −3.3. In that regime the two boundary conditions must be solved with the full radial functions.

## Values computed for the example and the checks

```
well radius a = 1.00 bohr, depth V0 = 10.05 hartree
threshold x0 = 4.493409, depth V_c = 10.09536 hartree
threshold C from norm = 3.00000 hartree bohr^5
threshold C from slope of t = 2.99798 hartree bohr^5
top expansion coefficient = 0.2387 (5/21 = 0.2381)
bottom coefficient = 0.1985 (25/126 = 0.1984)
resonance E_r = 0.027006 hartree, k_r = 0.23241 1/bohr
estimate 0.6*(V_c-V0) = 0.027219 hartree
C at resonance = 2.91419 hartree bohr^5
resonance width Gamma = 8.7814e-05 hartree
cot(delta) at E_r-Gamma/2, E_r+Gamma/2 = 1.0040, -0.9960
S in bohr; energies in hartree; bottom, top, width
S=2.0 integrated: -0.09885 0.14026 0.23911
S=2.0 leading:    -0.10960 0.11807 0.22767
S=2.0 corrected:  -0.09007 0.14285 0.23292
S=2.5 integrated: -0.01714 0.06257 0.07971
S=2.5 leading:    -0.01776 0.05685 0.07460
S=2.5 corrected:  -0.01598 0.06239 0.07837
S=3.0 integrated: 0.00825 0.04135 0.03310
S=3.0 leading:    0.00902 0.03900 0.02998
S=3.0 corrected:  0.00847 0.04111 0.03264
S=3.0 integrated width = 0.901 eV
S=3.0 C/S^5 = 0.011993 hartree
S=3.0 correction 3*E_r*S^2/7 = 0.1042, C/(6*S^3) = 0.0180
S=3.5 integrated: 0.01789 0.03382 0.01594
S=3.5 leading:    0.01868 0.03255 0.01387
S=3.5 corrected:  0.01796 0.03364 0.01569
S=4.0 integrated: 0.02209 0.03065 0.00856
S=4.0 leading:    0.02274 0.02985 0.00711
S=4.0 corrected:  0.02214 0.03051 0.00838
mean width exponent, S=2 to 4 = -4.804
threshold well S=4 bohr: width/leading = 0.99394, below/above = 1.4332
threshold well S=8 bohr: width/leading = 0.99907, below/above = 1.4908
threshold correction coefficient at S=8 = -0.1590
threshold width exponent, S=4 to 8 = -4.9926
```
